# Why the RPA Correlation Energy Converges as the Cutoff to −3/2

In a uniform electron gas with $r_s=2$ bohr, the RPA correlation energy computed with a response-function cutoff of 20 hartree lies 0.15813 mHa per electron above its converged value. At 40 hartree the error is 0.05576 mHa. Doubling the cutoff has divided the error by 2.84, close to $2^{3/2}=2.83$. The theorem below explains this power and gives its prefactor.

## Setting and statement

Hartree atomic units are used. The electrons occupy a periodic box of volume $\Omega$, taken to infinity at fixed density. The box consists of identical cells of volume $V$ with $N$ electrons each. Wave vectors are written $Q=q+G$, with $q$ in the Brillouin zone and $G$ a reciprocal lattice vector. Fourier coefficients are $f_Q=\Omega^{-1}\int f(r)e^{-iQ\cdot r}d^3r$, and a charge density with coefficients $n_Q$ produces a Coulomb potential with coefficients $v_Qn_Q$, where $v_Q=4\pi/Q^2$.

The RPA correlation energy of the box is

$$E_c=\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}\left[\ln(1-\chi_0v)+\chi_0v\right],\tag{1}$$

where $\chi_0(i\omega)$ is the independent-particle response, a matrix in $Q,Q'$. The cutoff keeps only rows and columns with $|Q|<q_c$, and $E_{\rm cut}=q_c^2/2$.

**Assumptions.** (a) The orbitals are fixed eigenfunctions of $H=p^2/2+U(r)$, with $U$ smooth, local and real. The occupied set is closed under complex conjugation. (b) The sum over empty states in $\chi_0$ is complete. (c) $q_c$ is large compared with the momenta in the occupied orbitals and in the density.

**Theorem.** The truncated energy per cell obeys

$$E_c(E_{\rm cut})=E_c(\infty)+\frac{A}{E_{\rm cut}^{3/2}}+\dots,\qquad A=\frac{\sqrt2}{3}\int_V n(r)^2d^3r.\tag{2}$$

Let $N_{\rm pw}$ be the number of $G$ vectors inside the cutoff, averaged over $q$. With $\langle\cdot\rangle$ the cell average, the same leading error is

$$\frac{2N^2}{9\pi^2N_{\rm pw}}\,\frac{\langle n^2\rangle}{\langle n\rangle^2}.\tag{3}$$

The next correction is of order $E_{\rm cut}^{-5/2}$ for a uniform density and $E_{\rm cut}^{-2}$ for a non-uniform one.

The proof is an asymptotic expansion at the usual level of rigour in physics: remainders are estimated by their power of $q_c$, not bounded with explicit constants.

## The response function

For occupied spin-orbitals $i$, states $a$ and gaps $\Delta_{ia}=\varepsilon_a-\varepsilon_i$, linear response contains the frequency factors $1/(i\omega-\Delta)$ and $1/(-i\omega-\Delta)$. Closure under conjugation makes their matrix elements equal, and the factors add to $-2\Delta/(\Delta^2+\omega^2)$. Hence

$$\chi_{QQ'}=-\frac1\Omega\sum_{i,a}\langle i|e^{-iQ\cdot r}|a\rangle\langle a|e^{iQ'\cdot r}|i\rangle F(\Delta_{ia}),\qquad F(\Delta)=\frac{2\Delta}{\Delta^2+\omega^2}.\tag{4}$$

The state $a$ should be empty, but it may run over all states. With real orbitals, the product of matrix elements is unchanged when two occupied states are exchanged, while $F$ changes sign. Such pairs cancel.

In the uniform gas the orbitals are plane waves $k$. The operator $e^{iQ\cdot r}$ takes $k$ to $k+Q$, so $\chi_0$ is diagonal. With $q$ now denoting the full wave vector,

$$\chi_0(q,i\omega)=-\frac1\Omega\sum_{k\,\rm occ}F(\Delta_k),\qquad \Delta_k=\frac{|k+q|^2-k^2}{2}=\frac{q^2}2+k\cdot q.\tag{5}$$

For $q>2k_F$, with $k_F$ the Fermi wave vector, every $\Delta_k$ is positive.

## Lemma 1: the missing energy is of second order

**Lemma.** To leading order at large $q_c$,

$$E_c(\infty)-E_c(q_c)=-\frac1{4\pi}\int_0^\infty d\omega\sum_{QQ'}{}^{'}\,v_Qv_{Q'}|\chi_{QQ'}|^2,\tag{6}$$

where the prime restricts the sum to pairs that are not both inside the cutoff. The neglected terms are smaller by a factor of order $q_c^{-4}$.

**Proof.** Replace $\chi_0v$ by the Hermitian matrix $X=v^{1/2}\chi_0v^{1/2}$, which leaves the trace unchanged. Let $a$ be its block inside the cutoff, $d$ the block outside, and $b$ the block coupling inside rows to outside columns. The determinant of a block matrix gives

$$\ln\det(1-X)=\ln\det(1-a)+\ln\det\left[1-d-b^\dagger(1-a)^{-1}b\right].$$

The truncated energy contains $\ln\det(1-a)+\mathrm{Tr}\,a$. The missing integrand is therefore

$$\mathrm{Tr}\left\{\ln\left[1-d-b^\dagger(1-a)^{-1}b\right]+d\right\}.$$

Expand with $\ln(1-x)=-x-x^2/2-\dots$. The terms linear in $d$ cancel, leaving $-\mathrm{Tr}\,b^\dagger b-\tfrac12\mathrm{Tr}\,d^2$ at second order. This is $-\tfrac12\sum'|X_{QQ'}|^2$, because each inside–outside pair occurs twice in the sum. The prefactor $1/2\pi$ gives (6).

The neglected terms carry at least one more factor of $X$. For a smooth density, $b$ couples only momenta near the cutoff to any appreciable extent, so the extra factor is also taken at large momentum. There, by Lemma 4 below, its size is at most about $v_q n\,(2/\varepsilon)=16\pi n/q^4$, with $\varepsilon=q^2/2$. Since $\chi_0$ is negative, $(1-a)^{-1}$ is bounded by one, and strong screening at small momentum does no harm. ∎

## Lemma 2: the frequency integral

**Lemma.** For positive $\Delta_1,\Delta_2$,

$$\int_0^\infty F(\Delta_1)F(\Delta_2)\,d\omega=\frac{2\pi}{\Delta_1+\Delta_2}.\tag{7}$$

**Proof.** For $\Delta_1\ne\Delta_2$, partial fractions and $\int_0^\infty d\omega/(\Delta^2+\omega^2)=\pi/(2\Delta)$ give

$$\int_0^\infty\frac{d\omega}{(\Delta_1^2+\omega^2)(\Delta_2^2+\omega^2)}=\frac{1}{\Delta_2^2-\Delta_1^2}\left(\frac{\pi}{2\Delta_1}-\frac{\pi}{2\Delta_2}\right)=\frac{\pi}{2\Delta_1\Delta_2(\Delta_1+\Delta_2)}.$$

Multiplication by $4\Delta_1\Delta_2$ gives (7). Equal gaps follow by continuity. ∎

The denominator $\Delta_1+\Delta_2$ is that of second-order perturbation theory: two electrons are excited together, with opposite momentum transfers.

## Lemma 3: the uniform gas at large momentum

**Lemma.** Let $e(q)$ be the correlation energy per volume and per $d^3q/(2\pi)^3$. At large $q$,

$$e(q)=-\frac{8\pi^2n^2}{q^6}\left[1+\frac{2k_F^2}{5q^2}+O(q^{-4})\right].\tag{8}$$

**Proof.** The second-order term with (5) and (7) is

$$e_2(q)=-\frac{1}{4\pi}\frac{v_q^2}{\Omega^2}\sum_{k_1k_2}\frac{2\pi}{\Delta_1+\Delta_2}=-\frac{v_q^2}{2\Omega^2}\sum_{k_1k_2}\frac1{q^2+(k_1+k_2)\cdot q}.$$

Put $s=(k_1+k_2)\cdot\hat q$. Then

$$\frac{1}{q^2+sq}=\frac1{q^2}\left(1-\frac sq+\frac{s^2}{q^2}-\dots\right).$$

The average of $s$ over the Fermi sphere vanishes. Since $\langle k^2\rangle=3k_F^2/5$, each electron contributes $\langle(k\cdot\hat q)^2\rangle=k_F^2/5$. The cross term averages to zero, so $\langle s^2\rangle=2k_F^2/5$. The double sum has $(n\Omega)^2$ terms and $v_q^2=16\pi^2/q^4$, which gives (8) at second order.

At third order the integrand of (1) is $-x^3/3$, with $x=v_q\chi_0\simeq-v_qn\,2\varepsilon/(\varepsilon^2+\omega^2)$. Using $\int_0^\infty d\omega/(\varepsilon^2+\omega^2)^3=3\pi/(16\varepsilon^5)$,

$$e_3(q)=\frac1{2\pi}\cdot\frac{v_q^3n^3}{3}\cdot8\varepsilon^3\cdot\frac{3\pi}{16\varepsilon^5}=\frac{v_q^3n^3}{4\varepsilon^2}=\frac{64\pi^3n^3}{q^{10}}.$$

Relative to the leading term this is $-8\pi n/q^4$, which belongs to the remainder in (8). ∎

The numerical check confirms both statements at $q=10k_F$. The full RPA integrand yields 0.395 for the coefficient of $k_F^2/q^2$, against $2/5$ with higher powers neglected. All orders beyond the second contribute $-8.90\times10^{-5}$ relative to the second, against the predicted $-8.85\times10^{-5}$.

## Proof of the theorem for a uniform density

The matrix is diagonal, so the missing energy per volume is the integral of $e(q)$ outside the cutoff sphere:

$$\frac{1}{2\pi^2}\int_{q_c}^\infty q^2e(q)\,dq=-4n^2\int_{q_c}^\infty\left(\frac1{q^4}+\frac{2k_F^2}{5q^6}\right)dq=-4n^2\left(\frac{1}{3q_c^3}+\frac{2k_F^2}{25q_c^5}\right).$$

The truncated energy lacks this negative amount and lies too high. Its error per volume is

$$\frac{4n^2}{3q_c^3}\left[1+\frac{6k_F^2}{25q_c^2}+O(q_c^{-4})\right].\tag{9}$$

Since $q_c^3=2\sqrt2\,E_{\rm cut}^{3/2}$, the prefactor becomes $4/(3\cdot2\sqrt2)=\sqrt2/3$, as in (2). The correction in brackets is $3k_F^2/(25E_{\rm cut})$, so the next term in the energy is of order $E_{\rm cut}^{-5/2}$.

The power has a simple origin. Two interactions give $q^{-4}$, the energy denominator gives $q^{-2}$, and the momentum volume gives $q^{3}$, leaving $q_c^{-3}$.

**Plane-wave form.** The cutoff sphere has volume $4\pi q_c^3/3$. Each $G$ vector occupies $(2\pi)^3/V$, so

$$N_{\rm pw}=\frac{Vq_c^3}{6\pi^2}.\tag{10}$$

Substituting $q_c^3=6\pi^2N_{\rm pw}/V$ in the error $4V\langle n^2\rangle/(3q_c^3)$ gives $2V^2\langle n^2\rangle/(9\pi^2N_{\rm pw})$. With $V=N/\langle n\rangle$ this is (3). ∎

## Lemma 4: non-uniform density at large momentum

**Lemma.** For large $Q,Q'$ with $K=Q-Q'$ fixed, the leading response is

$$\chi_{QQ'}\simeq-n_K\,F(\varepsilon),\qquad \varepsilon=Q^2/2.\tag{11}$$

**Proof.** Completeness turns the sum over $a$ in (4) into $\langle i|e^{-iQ\cdot r}F(H-\varepsilon_i)e^{iQ'\cdot r}|i\rangle$. Since $e^{-iQ\cdot r}\,p\,e^{iQ\cdot r}=p+Q$ and $U$ is local,

$$e^{-iQ\cdot r}F(H-\varepsilon_i)e^{iQ'\cdot r}=F\!\left(\tfrac{Q^2}{2}+Q\cdot p+H-\varepsilon_i\right)e^{-iK\cdot r}.$$

On smooth occupied orbitals, $Q\cdot p$ is smaller than $Q^2/2$ by one power of $Q$, and $H-\varepsilon_i$ by two. At leading order the argument of $F$ is the number $\varepsilon$. What remains is $\Omega^{-1}\sum_i\langle i|e^{-iK\cdot r}|i\rangle=n_K$. ∎

An electron given a large momentum barely feels the potential; the response remembers the system through its density alone.

## Proof of the theorem for a non-uniform density

Let $P=(Q+Q')/2$. By (11) and (7) with both gaps equal to $P^2/2$, the frequency integral is $2\pi/P^2$. A pair $Q,Q'$ contributes to (6)

$$-\frac1{4\pi}\left(\frac{4\pi}{P^2}\right)^2|n_K|^2\,\frac{2\pi}{P^2}=-\frac{8\pi^2|n_K|^2}{P^6}.\tag{12}$$

Corrections to (12) begin two powers of $P$ later, for the following reason. With real orbitals $\chi_0(r,r')$ is symmetric, so $\chi_{QQ'}=\chi_{-Q',-Q}$. This replaces $P$ by $-P$ and keeps $K$. The contribution of a pair is therefore even in $P$. A term one power beyond (12) would be an odd polynomial in the components of $P$ divided by a power of $P^2$. It would be odd, and so it vanishes.

A pair is missing when the longer of $P\pm K/2$ exceeds $q_c$. With $\mu$ the cosine of the angle between $P$ and $K$, this condition is

$$P^2+P|K||\mu|+\frac{K^2}4>q_c^2,\qquad\text{or}\qquad P>P_0=q_c-\frac{|K||\mu|}{2}+O(q_c^{-1}).$$

The radial integral is

$$\int_{P_0}^\infty\frac{dP}{P^4}=\frac{1}{3P_0^3}=\frac1{3q_c^3}\left(1+\frac{3|K||\mu|}{2q_c}+\dots\right).$$

The angular average of $|\mu|$ is $1/2$. For each $K$ the sum over $P$ becomes $\Omega\int d^3P/(2\pi)^3$. Its factor $4\pi/(2\pi)^3$ multiplied by $8\pi^2$ equals 4. The error of the truncated energy per cell is then

$$\frac{4V}{3q_c^3}\sum_K|n_K|^2\left(1+\frac{3|K|}{4q_c}+O(q_c^{-2})\right).\tag{13}$$

Parseval's theorem, $\sum_K|n_K|^2=\langle n^2\rangle$, gives the leading term of (2). The second term equals $V\sum_K|K||n_K|^2/(4E_{\rm cut}^2)$, since $q_c^4=4E_{\rm cut}^2$. It vanishes for a uniform density, where $K=0$ is the sole component. ∎

The $E_{\rm cut}^{-2}$ term is geometric. A pair is lost as soon as one of its two momenta leaves the sphere, so density components with larger $|K|$ lose more pairs near the surface.

## Numerical values for the uniform gas

At $r_s=2$ bohr the density is $n=0.029842$ bohr$^{-3}$ and $k_F=0.9596$ bohr$^{-1}$. The energy per electron without a cutoff is $-61.801$ mHa, or $-1.6817$ eV. Per electron, (2) has the coefficient $\sqrt2\,n/3=0.014067$ Ha$^{5/2}$. At 10 hartree it predicts

$$\frac{0.014067}{10^{3/2}}=\frac{0.014067}{31.62}\ \text{Ha}=0.4449\ \text{mHa}.$$

| $E_{\rm cut}$ (Ha) | error (mHa) | law (mHa) | ratio |
|---|---|---|---|
| 5 | 1.2838 | 1.2582 | 1.0203 |
| 10 | 0.4496 | 0.4449 | 1.0106 |
| 20 | 0.1581 | 0.1573 | 1.0054 |
| 40 | 0.0558 | 0.0556 | 1.0027 |

The excess of the ratio over one is nearly halved at each doubling, as the correction $3k_F^2/(25E_{\rm cut})$ requires. Including that correction brings the ratio at 5 hartree to 0.9983. The exponent between successive cutoffs moves from $-1.514$ to $-1.504$.

For a cubic cell with eight electrons, the explicit count at 10 hartree is $N_{\rm pw}=405.8$, averaged over a $6\times6\times6$ mesh of $q$. Equation (3) gives

$$\frac{2\cdot8^2}{9\pi^2\cdot405.8}\ \text{Ha}=3.55\ \text{mHa},$$

while the computed error is 3.60 mHa per cell. The count depends on the mesh in its last digits: the dense-mesh limit (10) is 404.9, which gives 3.56 mHa.

**Corollary: extrapolation.** Suppose energies $E_1,E_2$ are known at cutoffs $C_1<C_2$. Neglecting terms beyond (2), $E_jC_j^{3/2}=E_\infty C_j^{3/2}+A$. Subtraction removes $A$:

$$E_\infty=\frac{E_2C_2^{3/2}-E_1C_1^{3/2}}{C_2^{3/2}-C_1^{3/2}}.\tag{14}$$

With 10 and 20 hartree the powers are 31.62 and 89.44, and the energies are $-61.3516$ and $-61.6430$ mHa. Equation (14) can be evaluated as

$$-61.6430-\frac{31.62}{57.82}\times0.2914=-61.8024\ \text{mHa}.$$

The remaining error is $-1.26$ microhartree, compared with 158 microhartree at 20 hartree without extrapolation. Its sign and size follow from the next term. An additional energy $Ac/E_{\rm cut}^{5/2}$, with $A$ taken per electron and $c=3k_F^2/25=0.1105$ Ha, shifts (14) by

$$Ac\,\frac{C_2^{-1}-C_1^{-1}}{C_2^{3/2}-C_1^{3/2}}=-\frac{0.014067\times0.1105\times0.05}{57.82}\ \text{Ha}=-1.34\ \text{microhartree}.$$

This gain belongs to the uniform gas. For a non-uniform density the term $B/E_{\rm cut}^2$ of (13), with $B=V\sum_K|K||n_K|^2/4$, shifts (14) by $B\,(C_2^{-1/2}-C_1^{-1/2})/(C_2^{3/2}-C_1^{3/2})$. At a fixed ratio of cutoffs, the fraction of the error left after extrapolation then falls only as $C_2^{-1/2}$, not as $C_2^{-1}$.

## A non-uniform density

The second check uses two electrons in a periodic box, $2\pi$ bohr long in $x$ and 20 bohr wide in each transverse direction. The potential has amplitude 0.5 hartree and varies as a cosine with one period along $x$. The density has $\langle n^2\rangle/\langle n\rangle^2=1.816$. The second-order energy gained between $q_c=16$ and 32 bohr$^{-1}$ is computed from diagonalized orbitals and the full response matrices, with the transverse momentum sum taken as an integral.

The magnitude found is 0.8467 microhartree. The $n^2$ law gives 0.8234, and the computed value exceeds it by 2.8% of the law's value. With the surface term of (13) the prediction is 0.8435 and the discrepancy falls to 0.4%. The terms neglected in (13) are of relative order $k^2/q_c^2$, with $k$ a momentum of the density or the orbitals. For $k=1$ bohr$^{-1}$, the smallest wave vector along $x$, this is 0.004 at the lower cutoff. The coefficient of that term was not computed, so only the order of magnitude can be compared. The remainder was not resolved into its sources, which include the discrete momenta along $x$. Using $\langle n\rangle^2$ in place of $\langle n^2\rangle$ would give only $0.8234/1.816=0.453$ microhartree.

## Remarks on validity

**Empty states.** Lemma 4 relies on completeness. If the orbital basis or the number of empty states is held fixed while $q_c$ grows, the response at large $Q$ lacks its final states and the law need not hold. The orbital basis must be converged along with the response cutoff.

**Interaction.** The power $-3/2$ and the prefactor belong to the large-$q$ form $v_q\simeq4\pi/q^2$; screening at small $q$ leaves the leading term unchanged. An interaction that decays faster at large $q$, or a smooth damping near the cutoff, changes the counting or the prefactor.

**Potential.** Nuclear Coulomb singularities and nonlocal pseudopotentials lie outside the assumptions used here.

**Changes of volume.** The form $1/N_{\rm pw}$ is equivalent to $E_{\rm cut}^{-3/2}$ at fixed volume. When the volume changes, the two prescriptions differ. For a uniform gas with fixed $N$, the leading error at fixed $E_{\rm cut}$ is proportional to $N^2/V$. At fixed $N_{\rm pw}$, equation (3) with $\langle n^2\rangle=\langle n\rangle^2$ contains no volume, so for the uniform gas the leading error cancels from energy differences between volumes. This does not carry over to a localized density. There $\langle n^2\rangle/\langle n\rangle^2=V\int_V n^2d^3r/N^2$ grows with the volume while $\int_V n^2d^3r$ changes little, so the leading error cancels better at fixed $E_{\rm cut}$.

## Values computed for the example and the checks

```
UNIFORM GAS, full RPA, energies per electron
r_s = 2.0 bohr
density n = 0.029842 bohr^-3
Fermi wave vector kF = 0.95958 bohr^-1
test momentum q = 10 kF = 9.5958 bohr^-1
integrand / leading q^-6 form there = 1.003952
coefficient of kF^2/q^2 there = 0.3952
orders beyond second, relative = -8.899e-05
  predicted -8 pi n/q^4 = -8.846e-05
E_c without cutoff = -61.8012 mHa
  the same = -1.68170 eV
  change with coarser quadrature = 0.0000 microHa
law coefficient sqrt(2) n/3 = 0.014067 Ha^(5/2)
E_cut = 5 Ha: q_c = 3.1623 bohr^-1
  E_c = -60.5174 mHa
  error = 1.28381 mHa, law 1.25823 mHa
  error/law = 1.02033, with kF^2 term 0.99827
E_cut = 10 Ha: q_c = 4.4721 bohr^-1
  E_c = -61.3516 mHa
  error = 0.44957 mHa, law 0.44485 mHa
  error/law = 1.01061, with kF^2 term 0.99957
E_cut = 20 Ha: q_c = 6.3246 bohr^-1
  E_c = -61.6430 mHa
  error = 0.15813 mHa, law 0.15728 mHa
  error/law = 1.00542, with kF^2 term 0.99989
E_cut = 40 Ha: q_c = 8.9443 bohr^-1
  E_c = -61.7454 mHa
  error = 0.05576 mHa, law 0.05561 mHa
  error/law = 1.00274, with kF^2 term 0.99997
local exponents 5-10, 10-20, 20-40 Ha: -1.5138, -1.5074, -1.5039
extrapolated from 10 and 20 Ha = -61.8024 mHa
  remaining error = -1.264 microHa
CUBIC CELL, 8 electrons, side = 6.4480 bohr
E_cut = 5 Ha: N_pw = 144.0, cell error 10.2705 mHa, count law 10.0074 mHa
E_cut = 10 Ha: N_pw = 405.8, cell error 3.5966 mHa, count law 3.5510 mHa
E_cut = 20 Ha: N_pw = 1144.4, cell error 1.2650 mHa, count law 1.2592 mHa
E_cut = 40 Ha: N_pw = 3239.2, cell error 0.4461 mHa, count law 0.4449 mHa
COSINE BOX, 2 electrons, V0 = 0.5 Ha, L = 20 bohr
length along x = 6.2832 bohr
cutoffs q_c = 16 and 32 bohr^-1
<n^2>/<n>^2 = 1.8163
second-order energy between cutoffs = 0.84665 microHa
  n^2 law = 0.82336 microHa, ratio 1.02829
  with boundary term = 0.84350 microHa, ratio 1.00374
```
